# Peak Temperature of First-Order Desorption under Linear Heating, part 2

A surface carries adsorbed particles with coverage $\theta$, in monolayers (ML), initially $\theta_0$. It is heated as $T(t)=T_0+bt$ with $b>0$, and the particles leave by first-order desorption at the rate

$$r\equiv-\frac{d\theta}{dt}=v\,\theta\,e^{-E/kT}.$$

Here $E$ is the desorption energy per particle, $v$ the prefactor in 1/s and $k$ Boltzmann's constant. Until part (h), $E$ and $v$ are constant. Particles that have left do not return, and the surface temperature is uniform. The coverage is then

$$\theta(T)=\theta_0\exp\left[-\frac{v}{b}\int_{T_0}^{T}e^{-E/kT'}\,dT'\right]. \tag{2}$$

If heating starts below $T_p$, the rate has one maximum, at the temperature $T_p$ that obeys the peak condition

$$\frac{E}{kT_p^2}=\frac{v}{b}\,e^{-E/kT_p}. \tag{4}$$

With $x=E/(kT)$, its value $x_p$ at $T_p$, and the Lambert function $W(y)$ defined by $We^W=y$, the earlier results needed are

$$T_p=\frac{E}{2k\,W\!\left(\tfrac12\sqrt{vE/(kb)}\right)}, \tag{6}$$

$$x_p\,e^{x_p}=\frac{vT_p}{b}, \tag{8}$$

$$E=kT_p\,W\!\left(\frac{vT_p}{b}\right), \tag{9}$$

and, at fixed $T_p$ and $b$,

$$\frac{\partial E}{\partial\ln v}=kT_p\,\frac{x_p}{x_p+1}. \tag{10}$$

An explicit estimate of $E$ replaces $\ln x_p$ by the constant 3.64:

$$E=kT_p\left[\ln\frac{vT_p}{b}-\ln x_p\right]\approx kT_p\left[\ln\frac{vT_p}{b}-3.64\right]. \tag{11}$$

The numerical example has $E=1.20$ eV, $v=10^{13}$ 1/s, $b=2$ K/s, $\theta_0=1$ ML and $k=8.617333\times10^{-5}$ eV/K. These give $T_p=437.09$ K, $x_p=31.859$ and $kT_p=0.03767$ eV, and both sides of (4) equal 0.07289 1/K.

### (f) Energy and prefactor from several heating rates

**Problem.** The same surface is heated at different rates $b$. Find a plot that yields both $E$ and $v$ without assuming either. How far does the peak move when $b$ changes?

**Solution.** Multiply the peak condition by $kb/E$, so that the measured quantities stand on the left:

$$\frac{b}{T_p^2}=\frac{vk}{E}\,e^{-E/kT_p}.$$

Both sides have the unit 1/(K s). Taking logarithms of the numerical values in this unit,

$$\ln\frac{b}{T_p^2}=\ln\frac{vk}{E}-\frac{E}{k}\,\frac{1}{T_p}. \tag{12}$$

For constant $E$ and $v$ this is an exact straight line in $1/T_p$. Its slope is $-E/k$. If its intercept is $c$, then $v=(E/k)e^{c}$.

Numerical integration of the rate law gives these peak temperatures:

| $b$ (K/s) | $T_p$ (K) |
|---|---|
| 0.5 | 419.88 |
| 1.0 | 428.32 |
| 2.0 | 437.09 |
| 4.0 | 446.22 |
| 8.0 | 455.73 |

The two outer points show how the slope arises. The change of the left side of (12) between them is

$$\ln\frac{8.0}{0.5}-2\ln\frac{455.727}{419.880}=2.7726-0.1638=2.6087,$$

and the change of $1/T_p$ is

$$\frac{1}{455.727\ \text{K}}-\frac{1}{419.880\ \text{K}}=-1.8734\times10^{-4}\ \text{1/K}.$$

The slope is therefore $-13925$ K, and multiplication by $-k$ gives $E=1.200$ eV. A straight line through all five points gives the same energy and $v=1.00\times10^{13}$ 1/s, the values put in.

To find the shift of the peak, solve (12) for $\ln b$ and differentiate with respect to $T_p$:

$$\frac{d\ln b}{dT_p}=\frac{2}{T_p}+\frac{E}{kT_p^2}=\frac{x_p+2}{T_p}
\quad\Rightarrow\quad
\frac{dT_p}{d\ln b}=\frac{T_p}{x_p+2}. \tag{13}$$

In the example this is $437.09/33.859=12.9$ K. Faster heating moves the peak up, because the surface spends less time at each temperature and must become hotter before it empties at the required relative pace. Doubling $b$ should shift the peak by about $12.9\ln2=8.9$ K. The table shows 8.8 K from 1 to 2 K/s and 9.1 K from 2 to 4 K/s. The steps grow because $T_p/(x_p+2)$ itself grows with $T_p$: its numerator rises and its denominator falls.

These small shifts set the demands on the measurement. Suppose the peak at 0.5 K/s is read 1 K too high. The difference in $1/T_p$ then shrinks by $1/419.88^2=5.7\times10^{-6}$ 1/K, which is 3.0 percent of it, while the difference in $\ln(b/T_p^2)$ grows by $2/419.88=0.0048$, or 0.2 percent. The two-point energy comes out about 3 percent, or 0.04 eV, too high. The prefactor suffers more. The line still passes through the correct point at 8 K/s, where $kT_p=0.0393$ eV, and (10) then demands that $\ln v$ change by about $0.04/0.0393\approx1$. The inferred $v$ is too large by a factor of nearly three.

### (g) How much is left at the peak?

**Problem.** Let heating start so cold that desorption near $T_0$ is negligible. Find the coverage at the peak, and enclose it between two elementary expressions.

**Solution.** For a cold start, the lower limit of the integral in (2) may be set to zero. The integral needed is

$$I(T)=\int_0^T e^{-E/kT'}\,dT'.$$

Substitute $T'=T/s$, so that $dT'=-T\,ds/s^2$ and $E/kT'=xs$. The limits $T'=0$ and $T'=T$ become $s=\infty$ and $s=1$, and the minus sign reverses their order:

$$I(T)=T\int_1^\infty\frac{e^{-xs}}{s^2}\,ds=T\,E_2(x).$$

The function $E_2$ defined by this integral is the exponential integral of order two; it is not an energy. At the peak, the condition gives $v/b=(x_p/T_p)e^{x_p}$. The factor $T_p$ cancels in the exponent of (2), and

$$\frac{\theta_p}{\theta_0}=\exp\left[-x_p\,e^{x_p}E_2(x_p)\right]. \tag{14}$$

The remaining fraction depends on $x_p$ alone.

To enclose it, compare $I(T)$ with the trial functions $F_n(T)=Te^{-x}/(x+n)$ for $n=1$ and $n=2$. Because $dx/dT=-x/T$,

$$\frac{d}{dT}\left(Te^{-x}\right)=(1+x)e^{-x},\qquad
\frac{d}{dT}\frac{1}{x+n}=\frac{x}{T(x+n)^2}.$$

The product rule then gives

$$\frac{dF_n}{dT}=e^{-x}\left[\frac{x+1}{x+n}+\frac{x}{(x+n)^2}\right].$$

For $n=1$ the bracket is $1+x/(x+1)^2$, which exceeds 1. For $n=2$ it is

$$\frac{(x+1)(x+2)+x}{(x+2)^2}=\frac{x^2+4x+2}{x^2+4x+4}<1.$$

The derivative of $I$ is $e^{-x}$. All three functions vanish as $T\to0$, so the order of the derivatives carries over to the functions:

$$\frac{Te^{-x}}{x+2}<I(T)<\frac{Te^{-x}}{x+1}.$$

Multiplying by $v/b=(x_p/T_p)e^{x_p}$ at $T=T_p$ gives bounds on the exponent, and reversing its sign reverses the inequalities:

$$\exp\left[-\frac{x_p}{x_p+1}\right]<\frac{\theta_p}{\theta_0}<\exp\left[-\frac{x_p}{x_p+2}\right]. \tag{15}$$

Both bounds lie above $1/e=0.368$ and approach it as $x_p\to\infty$. In the example they are 0.379 and 0.390. Equation (14) gives 0.3897, in agreement with the numerical integration. About 61 percent of the particles leave below $T_p$ and 39 percent above it.

The height of the peak follows from $r=v\theta e^{-x}$, with $ve^{-x_p}=bx_p/T_p$:

$$r_p=b\,\frac{x_p}{T_p}\,\theta_p=2\times0.07289\times0.3897\ \text{ML/s}=0.0568\ \text{ML/s}.$$

For a warm start, the part of the integral below $T_0$ must be removed. The exponent in (14) is then smaller in magnitude, and a larger fraction than the cold-start value 0.3897 remains at the peak, although $T_p$ is unchanged.

### (h) A prefactor that depends on temperature

**Problem.** Let $v(T)=v_r(T/T_r)^n$ with $n\ge0$, where $v_r$ is the value at a reference temperature $T_r$. Find the new peak condition and the size of the shift. What energy would the plot of part (f) then give?

**Solution.** In $\ln r=\ln v(T)+\ln\theta-E/kT$ the first term now contributes $n/T$ to the derivative. The coverage still cancels, and the condition becomes

$$\frac{E}{kT^2}+\frac nT=\frac{v(T)}{b}\,e^{-E/kT}. \tag{16}$$

The left side equals $(E+nkT)/(kT^2)$. The rate constant grows as if the energy were $E+nkT$.

For a fair comparison, choose $T_r=T_p$, the peak for constant $v$, and $v_r=v$, so that both prefactors agree there. Let $G(T)$ be the left side of (16) minus the right side. At $T_p$ the old terms cancel, and $G(T_p)=n/T_p$. The derivative, with $(v/b)e^{-x_p}=x_p/T_p$, is

$$G'(T_p)=-\frac{n}{T_p^2}-\frac{2x_p}{T_p^2}-\frac{x_p}{T_p}\,\frac{n+x_p}{T_p}
=-\frac{x_p^2+2x_p+n(x_p+1)}{T_p^2}.$$

To first order, the new root lies at $T_p+\delta T$ with

$$\delta T=-\frac{G(T_p)}{G'(T_p)}=\frac{nT_p}{x_p^2+2x_p+n(x_p+1)}.$$

For $n=1$ this is $437.09/1111.6=0.39$ K. The numerical integration moves the peak from 437.09 to 437.48 K, where (16) also has its root. A linear temperature dependence thus hardly matters for the peak position, provided that $v$ is taken at the peak.

The slope of the heating-rate plot is affected more. Solving (16) for $b/T^2$ and taking the logarithm,

$$\ln\frac{b}{T^2}=\ln v(T)-\frac{E}{kT}-\ln\frac{E+nkT}{k}.$$

Because $d/d(1/T)=-T^2\,d/dT$, the energy read from the local slope is

$$-k\,\frac{d\ln(b/T^2)}{d(1/T)}=kT^2\left[\frac nT+\frac{E}{kT^2}-\frac{nk}{E+nkT}\right]
=E+nkT\left(1-\frac{1}{x+n}\right).$$

For $n=1$ near 437 K the excess over $E$ is 0.037 eV, or 3 percent. The plot measures the local temperature dependence of the rate constant, and part of it then comes from the prefactor.

### (i) An energy that depends on coverage

**Problem.** Let repulsion between the particles lower the desorption energy, $E(\theta)=E_0-w\theta$ with $w>0$ and constant $v$. Find the peak condition. Does the peak still ignore $\theta_0$?

**Solution.** This is a mean-field model: the energy depends on the average coverage and not on the arrangement of the particles. The logarithm of the rate is

$$\ln r=\ln v+\ln\theta-\frac{E_0-w\theta}{kT}.$$

Coverage now appears twice. Differentiating with respect to $T$,

$$\frac{d\ln r}{dT}=\frac{d\theta}{dT}\left[\frac1\theta+\frac{w}{kT}\right]+\frac{E(\theta)}{kT^2}.$$

Inserting $d\theta/dT=-(v/b)\theta e^{-E(\theta)/kT}$ and setting the sum to zero,

$$\frac{E(\theta)}{kT^2}=\frac vb\,e^{-E(\theta)/kT}\left[1+\frac{w\theta}{kT}\right]. \tag{17}$$

The extra factor has a direct meaning. Each particle that leaves reduces the supply, and it also raises the barrier for those that remain. Both effects lower the rate. Since $\theta$ no longer cancels, the coverage reached at the peak, and with it $\theta_0$, influences $T_p$.

Take $E_0=1.20$ eV and $w=0.05$ eV per ML. The integration gives a peak at 423.2 K for $\theta_0=1$ ML and at 430.2 K for $\theta_0=0.5$ ML, against 437.1 K without repulsion. In the first case the coverage at the peak is 0.447 ML and $kT=0.03647$ eV, so the bracket in (17) is

$$1+\frac{0.05\times0.447}{0.03647}=1.61.$$

Without the bracket, the right side of (17) is only 0.62 of the left side at this peak. With it, the ratio is 1.000. The original condition therefore fails here even when the energy at the actual coverage is inserted.

If the peak at 423.2 K is nevertheless analysed with (9), the result is 1.161 eV. The actual barrier at the peak is $1.20-0.05\times0.447=1.178$ eV. The apparent energy is the lower one for a general reason. Multiplying (17) by $Te^{E(\theta)/kT}$ gives (8) with its right side enlarged by the bracket, and $xe^x$ increases with $x$, so the actual $E(\theta)/kT$ must exceed the apparent one.

For attraction, $w<0$, the bracket is smaller than 1. The left side of (17) is positive, so a peak requires $\theta<kT/|w|$. As long as the coverage is larger than this, the rate keeps growing.

A shift of $T_p$ with initial coverage is thus a warning that the assumptions behind (4) do not hold. In this model, small initial coverages restore them, since $w\theta/kT\to0$.

### (j) What the detector sees

**Problem.** A gauge records the pressure $p$ in a pumped chamber, with $dp/dt=\alpha r-p/\tau$. Here $\alpha$ converts rate to pressure rise, $\tau$ is the pumping time, and $p=0$ before heating. Does the pressure peak at $T_p$?

**Solution.** The solution that starts from zero pressure is

$$p(t)=\alpha\int_0^\infty e^{-s/\tau}\,r(t-s)\,ds,$$

with $r=0$ before heating begins. At the time $t_p$ of the rate maximum, all earlier rates are smaller than $r(t_p)$. Hence $p(t_p)<\alpha\tau r(t_p)$, which means $dp/dt>0$: the pressure is still rising and peaks later. If $\tau$ is short compared with the duration of the peak, expand $r(t-s)\approx r(t)-s\,r'(t)$. The integrals of $e^{-s/\tau}$ and $se^{-s/\tau}$ are $\tau$ and $\tau^2$, so

$$p(t)\approx\alpha\tau\left[r(t)-\tau r'(t)\right]\approx\alpha\tau\,r(t-\tau).$$

To leading order the signal is delayed by $\tau$, and its peak appears $b\tau$ too high in temperature. Condition (4) applies to the pressure peak when $b\tau$ is small compared with the accuracy wanted for $T_p$. The delay $\tau$ does not depend on $b$, but the temperature shift $b\tau$ grows with $b$, so it distorts the plot of part (f) unless it is corrected.

The numerical output below lists the simulated values used in parts (d) to (i). It also covers four further parameter sets, with $x_p$ between 6.35 and 41.95 over all five; the closed form (6) agrees with the integrated rate law to within $2\times10^{-7}$ of $T_p$.

## Numbers as computed

```
Boltzmann constant k = 8.617333e-05 eV/K
Input E = 1.20 eV = 115.8 kJ/mol
Input v = 1.0e+13 1/s, b = 2.0 K/s, theta0 = 1 ML
v E/(k b) = 6.9627e+16 (dimensionless)
Peak temperature, simulated = 437.092 K
Peak temperature, closed form = 437.092 K
Peak temperature = 163.9 deg C
x at peak = 31.859
E/(k T^2) at simulated peak = 0.072889 1/K
(v/b) exp(-E/kT) at simulated peak = 0.072889 1/K
Coverage at peak, simulated = 0.38966 ML
Coverage at peak, formula = 0.38966 ML
Lower coverage bound = 0.37925 ML
Upper coverage bound = 0.39026 ML
1/e = 0.36788
Rate at peak = 0.05680 ML/s
Peak for theta0 = 0.1 ML: 437.092 K
Peak for start 15 K below root: 437.092 K
Start without interior peak: 452.09 K
E recovered from peak with true v = 1.2000 eV
E recovered with v/10 = 1.1160 eV
E recovered with 10 v = 1.2842 eV
E from estimate with constant 3.64 = 1.1933 eV
Heating rate 0.5 K/s: simulated peak 419.880 K
Heating rate 1.0 K/s: simulated peak 428.318 K
Heating rate 2.0 K/s: simulated peak 437.092 K
Heating rate 4.0 K/s: simulated peak 446.221 K
Heating rate 8.0 K/s: simulated peak 455.727 K
E from heating-rate line = 1.2000 eV
v from heating-rate line = 1.000e+13 1/s
dT_p/d ln b, simulated = 12.909 K
dT_p/d ln b, formula = 12.909 K
Peak for v proportional to T, simulated = 437.480 K
Peak for v proportional to T, condition = 437.480 K
Repulsion w = 0.05 eV per ML
theta0 = 1.0 ML: peak 423.21 K, coverage there 0.4471 ML
  right/left side: plain 0.6200, with repulsion factor 1.0000
theta0 = 0.5 ML: peak 430.23 K, coverage there 0.2093 ML
  right/left side: plain 0.7799, with repulsion factor 1.0000
Range of x at peak in all cases: 6.35 to 41.95
Largest relative error of peak formula = 1.5e-07
```
